# The Aliased Spectrum of a Sampled, Exponentially Correlated Line Edge, part 2

The edge of a resist line is read at regular points, and the roughness spectrum computed from the readings flattens at a level above zero at its high-frequency end. Uncorrelated reading noise also gives a flat level, but subtracting a level that comes from the edge removes real roughness.

Let $x(y)$ be the displacement of the edge from its mean line at position $y$. The basic model assumes:

- **A1.** The edge is stationary with zero mean and autocovariance $R(y)=s^2e^{-|y|/L}$, where $s$ is the 1-sigma roughness and $L$ the correlation length.
- **A2.** Each reading $x_n=x(nd)$ is the value at a point, without averaging, at spacing $d$.
- **A3.** The readings carry no noise.
- **A4.** The record is infinitely long.

$R(y)$ has a kink at $y=0$. Because of it, the mean square slope between points a distance $h$ apart grows as $1/h$ for $h\to0$, and the continuous spectrum has an endless tail falling as $1/f^2$.

Frequencies $f$ are in cycles per unit length, and spectra are two-sided. The Nyquist frequency is $f_N=1/(2d)$. Further, $a=e^{-d/L}$, $\theta=2\pi fd$, $z=ae^{-i\theta}$ and $R_m=R(md)=s^2a^{|m|}$. The continuous spectrum is

$$P(f)=\frac{2s^2L}{1+(2\pi fL)^2}. \tag{3}$$

The spectrum of the readings is

$$P_d(f)=d\sum_{m=-\infty}^{\infty}R_m\,e^{-2\pi ifmd}, \tag{1}$$

with the closed form

$$P_d(f)=s^2d\,\frac{\sinh(d/L)}{\cosh(d/L)-\cos(2\pi fd)}. \tag{5}$$

It satisfies

$$\int_{-f_N}^{f_N}P_d(f)\,df=d\,R_0\,\frac1d=s^2, \tag{2}$$

$$P_d(0)=s^2d\coth\frac{d}{2L},\qquad P_d(f_N)=s^2d\tanh\frac{d}{2L}>0, \tag{7}$$

$$P_d(f)=\sum_{k=-\infty}^{\infty}P(f+k/d). \tag{10}$$

By (10), sampling folds power from above $f_N$ into the band $|f|\le f_N$; this is aliasing. The ratio $P_d(f_N)/P(f_N)$ is always above $\pi^2/4$ and tends to it for small $d/L$.

The example has $s=1$ nm, $L=20$ nm and $d=8$ nm. Then $f_N=0.0625$ nm⁻¹, $P(f_N)=0.638$ nm³ and $P_d(f_N)=1.579$ nm³.

### Theorem 4: the folded variance

*The variance that sampling moves into the band from higher frequencies is*

$$\Delta=s^2\left[1-\frac2\pi\arctan\frac{\pi L}{d}\right]. \tag{13}$$

*Proof.* Substitute $t=2\pi fL$, so that $df=dt/(2\pi L)$ and the limits become $\pm\pi L/d$:

$$\int_{-f_N}^{f_N}P\,df=\frac{2s^2L}{2\pi L}\int_{-\pi L/d}^{\pi L/d}\frac{dt}{1+t^2}=\frac{2s^2}{\pi}\arctan\frac{\pi L}{d}.$$

The same integral of $P_d$ is $s^2$, and $\Delta$ is the difference. $\square$

In the example the continuous spectrum holds 0.919 nm² in the band, and 0.081 nm² is folded in. The mean square of ideal point readings is $s^2$ for any spacing. Aliasing changes the frequency to which variance is assigned and leaves the total as it was. An estimate of $s$ from the full band integral needs no aliasing correction under these assumptions. An estimate from the shape of the spectrum does.

### Theorem 5: noise and false noise

*Let each reading carry an additional error of zero mean and variance $s_n^2$, uncorrelated with the edge and with the other errors. The spectrum becomes $P_d(f)+s_n^2d$. If the Nyquist level of a noiseless record is taken for such a floor, the inferred noise variance is*

$$s_{\rm false}^2=\frac{P_d(f_N)}{d}=s^2\tanh\frac{d}{2L}. \tag{14}$$

*Proof.* The errors change the covariance at lag zero alone, from $R_0$ to $R_0+s_n^2$. In the lag sum $P_d=d\sum_mR_me^{-im\theta}$ this adds $s_n^2d$ at every frequency. Setting $s_n^2d$ equal to $P_d(f_N)$ gives (14). $\square$

Subtracting the level over the whole band, of width $1/d$, removes the variance $P_d(f_N)/d=s_{\rm false}^2$. In the example this is 0.197 nm², a false noise of 0.444 nm. The variance left is $1-0.197=0.803$ nm², and the roughness left is $\sqrt{0.803}=0.896$ nm, about 10 percent below the true value. This loss applies when the whole end level is subtracted. If instead the continuous spectrum plus a floor, $P(f)+s_n^2d$, is fitted to the same $P_d$ by maximum likelihood over the band, part of the end level is assigned to the tail of $P$. The fit then gives a false noise variance of about 0.11 nm², with $s\approx0.98$ nm and $L\approx21$ nm. Without the floor the fit gives $s\approx1.06$ nm and $L\approx14$ nm.

The next table varies $d$ with $s=1$ nm and $L=20$ nm held fixed. The last column is the fraction of the edge variance that the subtraction removes.

| $d$ (nm) | $P_d(f_N)$ (nm³) | $P_d/P$ at $f_N$ | fraction lost |
|---|---|---|---|
| 1 | 0.0250 | 2.468 | 0.025 |
| 2 | 0.0999 | 2.468 | 0.050 |
| 4 | 0.399 | 2.469 | 0.100 |
| 8 | 1.579 | 2.474 | 0.197 |
| 16 | 6.079 | 2.496 | 0.380 |
| 40 | 30.46 | 2.641 | 0.762 |

For small $d$ the level falls as $d^2$, but the lost fraction falls as $d/(2L)$, because the band over which the level is subtracted widens as $1/d$. Since $\tanh v<v$ for $v>0$, a spacing $d\le2L\epsilon$ keeps the lost fraction below $\epsilon$. This rule holds for point readings of a noiseless edge with exponential covariance.

**Separating the two.** One way is to fit $P_d(f)+s_n^2d$ with $s$, $L$ and $s_n$ free. This relies on the assumed covariance, on a spacing well below $L$ and on enough data. For one Gaussian record of 256 readings with $s=1$ nm, $L=20$ nm and $s_n=0.5$ nm, the Cramér-Rao bound on the error of $s_n$ is 0.12 nm at $d=0.4L$, 0.53 nm at $d=L$ and about 4 nm at $d=2L$. At $d\approx L$ some 100 such records are needed to reach 0.05 nm. For $d\gg L$ both terms are flat, and the fit can determine only the sum $s^2+s_n^2$. Another is to read the same edge twice at the same points. Let the readings be $x_n+\eta_n$ and $x_n+\eta'_n$, with errors uncorrelated with each other and with the edge. Then

$$\langle(x_n+\eta_n)(x_{n+m}+\eta'_{n+m})\rangle=R_m,$$

since each of the other three products has zero mean. The lag sum of these cross-covariances is $P_d$ without the noise floor. The aliased power remains, because it belongs to the edge and is the same in both readings. The method requires that the first reading leave the edge unchanged and that the two sets of points coincide. If the second set is shifted by $d/2$, the terms $m$ and $-m-1$ of the lag sum cancel at Nyquist, and the edge's own level disappears from the result.

### Theorem 6: a finite record

For $N$ readings, define the periodogram

$$I_N(f)=\frac dN\left|\sum_{n=0}^{N-1}x_ne^{-in\theta}\right|^2 .$$

*Its mean is*

$$\langle I_N\rangle=P_d(f)-\frac{2s^2d}{N}\,\mathrm{Re}\,\frac{z(1-z^N)}{(1-z)^2}. \tag{15}$$

*Proof.* In the squared sum, $N-|m|$ pairs of readings are separated by lag $m$. Therefore

$$\langle I_N\rangle=d\sum_{|m|<N}\Bigl(1-\frac{|m|}N\Bigr)R_me^{-im\theta}=s^2d\,(1+2\,\mathrm{Re}\,S),$$

with $S=\frac1N\sum_{m=1}^{N-1}(N-m)z^m$. The power $z^m$ occurs $N-m$ times in the double sum $\sum_{j=1}^{N-1}\sum_{m=1}^jz^m$, once for each $j$ from $m$ to $N-1$. Summing the inner geometric series first,

$$NS=\sum_{j=1}^{N-1}\frac{z(1-z^j)}{1-z}=\frac z{1-z}\left[N-1-\frac{z-z^N}{1-z}\right].$$

Because $1+(z-z^N)/(1-z)=(1-z^N)/(1-z)$, this is

$$S=\frac z{1-z}-\frac{z(1-z^N)}{N(1-z)^2}.$$

The first part gives $s^2d\,[1+2\,\mathrm{Re}\,z/(1-z)]$, which is the sum of the complete two-sided series, $P_d$. The second part gives the correction. $\square$

Subtracting the mean of the record changes nothing at the frequencies $f=k/(Nd)$ with $k=1,\dots,N-1$. A constant contributes there in proportion to $\sum_ne^{-in\theta}=(1-e^{-iN\theta})/(1-e^{-i\theta})$, and the numerator vanishes because $N\theta=2\pi k$.

At Nyquist $z=-a$. For even $N$ with $a^N$ negligible, the correction is $+2s^2da/[N(1+a)^2]$. With $N=256$, a record of 2048 nm, and $a=0.67032$, this is $10.725/(256\times2.790)=0.015$ nm³. The mean level rises from 1.579 to 1.594 nm³, or by 1 percent. At the lowest nonzero frequency the mean falls from 40.4 to 40.0 nm³. The finite record moves a little power from the peak to the tail.

### A test on random edges

The formula was tested on 4000 random edges made on a grid of step $h=1$ nm. With $b=e^{-h/L}$ and independent standard normal numbers $g_j$, each edge follows

$$x_{j+1}=b\,x_j+s\sqrt{1-b^2}\;g_j,$$

starting from a normal value of variance $s^2$. The variance stays at $b^2s^2+(1-b^2)s^2=s^2$. Each further step multiplies the covariance with an earlier point by $b$, so the covariance at distance $kh$ is $s^2e^{-kh/L}$, as assumed. Every eighth point was kept, which gives $d=8$ nm and $N=256$.

Averaged over the 16 discrete frequencies just below Nyquist, the periodograms gave 1.613 nm³. Equation (15) gives 1.616 nm³, and the continuous spectrum gives 0.734 nm³. The difference from (15) is 0.2 percent, within the expected statistical error of about 0.4 percent. With added reading noise of 0.5 nm the simulated level was 3.621 nm³. The prediction is $1.616+0.25\times8=3.616$ nm³.

### Where the model fails

**Averaged readings.** Suppose that each reading is a weighted average of the edge around its point, with a weight function whose Fourier transform is $W(f)$. Averaging multiplies each wave by $W$ before the readings are taken, so

$$P_d^{\rm av}(f)=\sum_k|W(f+k/d)|^2\,P(f+k/d).$$

For uniform averaging over the full spacing $d$, $W=\sin(\pi fd)/(\pi fd)$. At $\pm f_N$ this gives $|W|^2=(2/\pi)^2=0.405$. The two leading terms contribute $2\times0.638\times0.405=0.517$ nm³, and the full sum is 0.525 nm³. This is a third of the point-reading value and lies below even the continuous spectrum.

For a Gaussian weight of standard deviation $\sigma_b$, $|W|^2=e^{-(2\pi f\sigma_b)^2}$. With $\sigma_b=1.5$ nm the Nyquist level is 0.908 nm³, or 0.58 of the point-reading value. Averaging also removes variance from the readings, so their mean square is then below $s^2$.

**A smoother edge.** Replace the covariance by $s^2e^{-(|y|/L)^{1.4}}$ with $s$, $L$ and $d$ unchanged. Points closer than $L$ are then more strongly correlated, and the kink at $y=0$ is gone. The covariance is still not smooth there: the mean square slope grows as $h^{-0.6}$ for $h\to0$, and the spectrum keeps an endless tail, now falling as $f^{-2.4}$, so folding persists. The Nyquist level drops to 0.715 nm³, or 0.45 of the exponential result. The closed form should therefore not be used to infer noise unless the exponential covariance has support from other data.

**The real case.** The example lies in the rough range of lines printed in chemically amplified resist by extreme-ultraviolet lithography, where the roughness is of order 1 nm and the correlation length is of order 10 nm to a few tens of nm. A spacing of 8 nm is at the coarse end for a scanning electron microscope; readings 1 nm apart or closer are also in use. Real readings break assumptions A2 and A3. The beam and the image processing average along the edge, and electron counting adds noise. Image processing that averages over several readings also filters this noise, whose spectrum is then no longer flat. For the numbers here, averaging over the full spacing lowers the Nyquist level by a factor of 3, while noise of 0.5 nm raises it by a factor of 2.3. These shifts were computed one at a time and do not describe their combination. Acid diffusion in the resist also smooths the edge at distances of a few nm, which makes the exponential form doubtful at the shortest scales. The result is a reference level for ideal point readings of an edge with exponential covariance. For a smoothed edge the level can be much lower, so both the covariance at short distances and the averaging have to be known before the remainder is assigned to noise. The main values are collected in the numerical output.

## Numbers as computed

```
roughness s = 1.0 nm; correlation length L = 20.0 nm
spacing d = 8.0 nm; d/L = 0.400; a = exp(-d/L) = 0.67032
sinh(d/L) = 0.41075; cosh(d/L) = 1.08107
tanh(d/2L) = 0.19738
readings N = 256; record length = 2048 nm
Nyquist frequency = 0.06250 1/nm
knee frequency 1/(2 pi L) = 0.00796 1/nm
f (1/nm) | continuous P (nm^3) | sampled P_d (nm^3) | ratio
0.00000 | 40.0000 | 40.5319 | 1.0133
0.00796 | 20.0000 | 20.5362 | 1.0268
0.02000 | 5.4671 | 6.0267 | 1.1024
0.04000 | 1.5229 | 2.1807 | 1.4320
0.06250 | 0.6381 | 1.5790 | 2.4745
limit of Nyquist ratio for small d/L, pi^2/4 = 2.4674
P_d(Nyquist)/P_d(0) = 0.03896
band variance, sampled = 1.00000 nm^2
band variance, continuous = 0.91938 nm^2
variance folded in = 0.08062 nm^2
false noise variance = 0.19738 nm^2
false noise, 1 sigma = 0.4443 nm
roughness left after false subtraction = 0.8959 nm
d (nm) | Nyquist P (nm^3) | Nyquist P_d (nm^3) | ratio | tanh(d/2L)
1 | 0.01013 | 0.02499 | 2.4675 | 0.0250
2 | 0.04049 | 0.09992 | 2.4678 | 0.0500
4 | 0.16146 | 0.39867 | 2.4692 | 0.0997
8 | 0.63811 | 1.57900 | 2.4745 | 0.1974
16 | 2.43587 | 6.07918 | 2.4957 | 0.3799
40 | 11.53602 | 30.46377 | 2.6408 | 0.7616
simulation: 4000 edges, fine grid step 1.0 nm
mean over 16 frequencies, 0.05469 to 0.06201 1/nm:
  simulated = 1.6134 nm^3
  finite-record formula = 1.6159 nm^3
  continuous spectrum = 0.7335 nm^3
  simulated with noise = 3.6210 nm^3
neglected effects, value at Nyquist and ratio to P_d:
  averaging over full spacing d: 0.5249 nm^3, 0.3324
  Gaussian spot, std 1.5 nm: 0.9084 nm^3, 0.5753
  smoother edge, power 1.4: 0.7149 nm^3, 0.4527
  finite record: 1.5940 nm^3, 1.0095
  noise 0.5 nm adds 2.0000 nm^3, total ratio 2.2666
lowest frequency 0.000488 1/nm: finite record 40.0008 nm^3,
  infinite record 40.3819 nm^3
```
